# Flat-band voltage noise of a MOS transistor from tunnelling oxide traps: a numerical check

```python
"""
Flat-band voltage noise of a MOS transistor from oxide traps.

Result under test (one-sided spectral density, V^2/Hz):
    S(f) = q^2 kT Nt lam / (A C^2 f) * g(f)
    g(f) = (1 - xf/t)^2 + (pi lam / (2 t))^2,  xf = lam ln(1/(2 pi f tau0))
q: elementary charge; kT: thermal energy (eV); Nt: traps per volume and eV;
lam: tunnelling length in tau = tau0 exp(x/lam); x: depth from the channel;
A: gate area; C: oxide capacitance per area; t: oxide thickness.
The pure 1/f law is the limit g = 1. Lengths are in metres internally.
"""
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.integrate import quad, simpson, trapezoid, cumulative_trapezoid
from scipy.linalg import expm, null_space, eigh_tridiagonal
from scipy.sparse.linalg import spsolve

q, hbar = const.e, const.hbar

# ---------------- example parameters (rough typical values) ----------------
temperature = 300.0
kT = const.k * temperature / q               # eV
t_ox = 7.5e-9
width, length = 20e-6, 0.5e-6
area = width * length
eps_rel = 3.9
C_ox = eps_rel * const.epsilon_0 / t_ox
trap_density = 1e17 * 1e6                    # per m^3 and eV
tau0 = 1e-10
barrier = 3.1                                # eV
mass_ratio = 0.42
mass = mass_ratio * const.m_e
oxide_drop = 1.0                             # V across the oxide
lam = hbar / (2 * np.sqrt(2 * mass * barrier * q))

# ---------------- derived formulas ----------------
def active_depth(f, prefactor=tau0):
    return lam * np.log(1 / (2 * np.pi * f * prefactor))

def depth_factor(f, prefactor=tau0):
    return ((1 - active_depth(f, prefactor) / t_ox)**2
            + (np.pi * lam / (2 * t_ox))**2)

K_flat = q**2 * kT * trap_density * lam / (area * C_ox**2)   # V^2

def spectrum_formula(f):
    return K_flat / f * depth_factor(f)

def exponent_formula(f):
    lever = 1 - active_depth(f) / t_ox
    return 1 - 2 * (lam / t_ox) * lever / depth_factor(f)

# ---------------- direct sum over depth and energy ----------------
x = np.linspace(0, t_ox, 2001)
energy = np.linspace(-40 * kT, 40 * kT, 161)
F = 1 / (1 + np.exp(energy / kT))[None, :]
lever_squared = (1 - x / t_ox)**2
tau_depth = (tau0 * np.exp(x / lam))[:, None]

def spectrum_sum(f, tau, weight):
    omega = 2 * np.pi * f
    one_trap = 4 * F * (1 - F) * tau / (1 + (omega * tau)**2)
    per_depth = trapezoid(one_trap, energy, axis=1)
    total = trapezoid(per_depth * weight, x)
    return (q / (area * C_ox))**2 * area * trap_density * total

def rel_diff(value, reference):
    return abs(value - reference) / abs(reference)

# Decay length: density of a bound state inside a finite barrier
h = 0.01e-9
grid = np.arange(1, 600) * h
potential = np.where(grid > 2e-9, barrier, 0.0)
hop = hbar**2 / (2 * mass * h**2 * q)
level, state = eigh_tridiagonal(potential + 2 * hop,
                                -hop * np.ones(grid.size - 1),
                                select='i', select_range=(0, 0))
i1, i2 = 250, 380
decay = (np.log(state[i1, 0]**2 / state[i2, 0]**2)
         / (grid[i2] - grid[i1]))
lam_state = hbar / (2 * np.sqrt(2 * mass * (barrier - level[0]) * q))
assert rel_diff(1 / decay, lam_state) < 1e-3, "tunnelling length"

# One trap: covariance from the master equation, then cosine transform
occ, tau_one, dt = 0.3, 1.0, 0.01
capture, emission = occ / tau_one, (1 - occ) / tau_one
rates = np.array([[-capture, emission], [capture, -emission]])
steady = null_space(rates)[:, 0]
steady = steady / steady.sum()
assert rel_diff(steady[1], occ) < 1e-10, "stationary occupancy"
step = expm(rates * dt)
prob = np.array([0.0, 1.0])
covariance = []
for _ in range(4001):
    covariance.append(steady[1] * prob[1] - steady[1]**2)
    prob = step @ prob
times = dt * np.arange(4001)
for omega in (0.3, 1.0, 3.0):
    numeric = 4 * simpson(np.array(covariance) * np.cos(omega * times),
                          x=times)
    lorentzian = 4 * occ * (1 - occ) * tau_one / (1 + (omega * tau_one)**2)
    assert rel_diff(numeric, lorentzian) < 1e-5, "one-trap spectrum"

# Lever arm: point charge between silicon plane and gate, 3D Poisson
n = 15
normal = sparse.diags([-np.ones(n - 1), 2 * np.ones(n), -np.ones(n - 1)],
                      [-1, 0, 1])
side_diag = 2 * np.ones(n)
side_diag[[0, -1]] = 1                       # no lateral flux at the edges
side = sparse.diags([-np.ones(n - 1), side_diag, -np.ones(n - 1)],
                    [-1, 0, 1])
one = sparse.identity(n)
laplace = (sparse.kron(sparse.kron(normal, one), one)
           + sparse.kron(sparse.kron(one, side), one)
           + sparse.kron(sparse.kron(one, one), side)).tocsc()
gate_source = np.zeros((n, n, n))
gate_source[-1] = 1.0                        # gate at unit potential
flux_gate = spsolve(laplace, gate_source.ravel()).reshape(n, n, n)[0].sum()
for layer in (2, 9):
    charge = np.zeros((n, n, n))
    charge[layer, 6, 4] = -1.0               # one trapped electron
    flux_trap = spsolve(laplace, charge.ravel()).reshape(n, n, n)[0].sum()
    shift = -flux_trap / flux_gate           # gate voltage restoring silicon
    capacitance = n * n / (n + 1)
    lever_shift = (1 - (layer + 1) / (n + 1)) / capacitance
    assert rel_diff(shift, lever_shift) < 1e-8, "lever arm of a charge"

# Energy integral, with a twofold trap degeneracy
def occupied(e):
    return 1 / (1 + 0.5 * np.exp(e / kT))

energy_integral = quad(lambda e: occupied(e) * (1 - occupied(e)), -1, 1,
                       points=[0.0], limit=200)[0]
assert rel_diff(energy_integral, kT) < 1e-7, "energy integral"

# Full spectrum and local exponent; at 1e5 Hz the fastest traps, at x = 0,
# cut the sum off at relative order 2 pi f tau0
for f in (1.0, 10.0, 1e3, 1e5):
    tolerance = 1e-4 if f > 1e4 else 1e-6
    full_sum = spectrum_sum(f, tau_depth, lever_squared)
    assert rel_diff(full_sum, spectrum_formula(f)) < tolerance, "spectrum"
    up = spectrum_sum(f * np.exp(0.01), tau_depth, lever_squared)
    down = spectrum_sum(f * np.exp(-0.01), tau_depth, lever_squared)
    slope = -np.log(up / down) / 0.02
    assert rel_diff(slope, exponent_formula(f)) < 1e-4, "local exponent"

# Constant lever arm: pure 1/f, also when tau depends on energy through F
flat_weight = np.ones_like(x)
tau_capture = F * tau_depth
for f in (10.0, 1e3):
    flat_sum = spectrum_sum(f, tau_depth, flat_weight)
    assert rel_diff(flat_sum, K_flat / f) < 1e-5, "pure 1/f law"
    capture_sum = spectrum_sum(f, tau_capture, flat_weight)
    assert rel_diff(capture_sum, K_flat / f) < 1e-5, "1/f, tau with F"
mean_shift = quad(lambda e: -np.log(1 / (1 + np.exp(e)))
                  / (4 * np.cosh(e / 2)**2), -40, 40)[0]
assert rel_diff(mean_shift, 1.0) < 1e-6, "depth shift in units of lam"

# Finite range of relaxation times gives arctangent cutoffs
tau_min, tau_max = 1e-4, 1e-1
for f in (0.5, 30.0, 1e4):
    omega = 2 * np.pi * f
    depth_integral = quad(
        lambda s: lam * np.exp(s) / (1 + (omega * np.exp(s))**2),
        np.log(tau_min), np.log(tau_max), limit=200, epsabs=0)[0]
    bracket = np.arctan(omega * tau_max) - np.arctan(omega * tau_min)
    assert rel_diff(depth_integral, lam / omega * bracket) < 1e-7, "cutoffs"

# Noise in a band: closed form against the direct spectra
f_low, f_high = 1.0, 1e3
freqs = np.geomspace(f_low, f_high, 41)
direct = np.array([spectrum_sum(f, tau_depth, lever_squared) for f in freqs])
band_direct = simpson(direct * freqs, x=np.log(freqs))
s_low = 1 - active_depth(f_low) / t_ox
s_high = 1 - active_depth(f_high) / t_ox
band_formula = K_flat * (t_ox * (s_high**3 - s_low**3) / (3 * lam)
                         + (np.pi * lam / (2 * t_ox))**2
                         * np.log(f_high / f_low))
assert rel_diff(band_direct, band_formula) < 1e-6, "noise in a band"

# Scatter between devices: random trap populations, constant lever arm
N_star = trap_density * kT * lam * area
scatter = 1 / np.sqrt(3 * np.pi**2 * N_star)
rng = np.random.default_rng(7)
devices, f_ref = 3000, 10.0
counts = rng.poisson(N_star * 40 * 20, devices)  # 40 lam deep, 20 kT wide
total = counts.sum()
owner = np.repeat(np.arange(devices), counts)
tau_random = tau0 * np.exp(40 * rng.random(total))
occ_random = 1 / (1 + np.exp(20 * rng.random(total) - 10))
single = (4 * occ_random * (1 - occ_random) * tau_random
          / (1 + (2 * np.pi * f_ref * tau_random)**2))
device_noise = (q / (area * C_ox))**2 * np.bincount(
    owner, weights=single, minlength=devices)
sample_mean = device_noise.mean()
sample_scatter = device_noise.std() / sample_mean
# sampling errors: 0.2 % for the mean, 1-2 % for the scatter
assert rel_diff(sample_mean, K_flat / f_ref) < 0.012, "mean over devices"
assert rel_diff(sample_scatter, scatter) < 0.07, "scatter between devices"

# ---------------- sizes of neglected effects at f_ref ----------------
base = spectrum_sum(f_ref, tau_depth, lever_squared)
tau_both = tau0 / (np.exp(-x / lam) + np.exp(-(t_ox - x) / lam))
with_gate = spectrum_sum(f_ref, tau_both[:, None], lever_squared)
gate_factor = ((active_depth(f_ref) / t_ox)**2
               + (np.pi * lam / (2 * t_ox))**2)
two_sided = K_flat / f_ref * (depth_factor(f_ref) + gate_factor)
assert rel_diff(with_gate, two_sided) < 1e-6, "traps near the gate"

kappa = np.sqrt(2 * mass * q * (barrier - oxide_drop * x / t_ox)) / hbar
tau_tilt = tau0 * np.exp(cumulative_trapezoid(2 * kappa, x, initial=0))
with_tilt = spectrum_sum(f_ref, tau_tilt[:, None], lever_squared)
with_capture = spectrum_sum(f_ref, tau_capture, lever_squared)
with_tau0 = spectrum_sum(f_ref, 10 * tau_depth, lever_squared)

def percent(value):
    return 100 * (value / base - 1)

active_sheet = trap_density * kT * active_depth(f_ref)
spacing = 1 / np.sqrt(active_sheet)
alpha_scatter, mobility, current_over_gm = 1e4, 400.0, 0.1
mobility_term = alpha_scatter * mobility * C_ox * 1e-4 * current_over_gm

# ---------------- printed numbers ----------------
print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"oxide thickness: {t_ox*1e9:.1f} nm; permittivity: {eps_rel}")
print(f"W: {width*1e6:.1f} um; L: {length*1e6:.1f} um")
print(f"gate area: {area*1e12:.1f} um2")
print(f"trap density: {trap_density*1e-6:.1e} cm^-3 eV^-1")
print(f"tau0: {tau0:.1e} s")
print(f"barrier: {barrier} eV; oxide mass: {mass_ratio} m0")
print(f"tunnelling length lam: {lam*1e9:.4f} nm")
print(f"oxide capacitance: {C_ox*1e2:.4f} uF/cm2")
print(f"one-electron step at x=0: {q/(area*C_ox)*1e6:.3f} uV")
print(f"K = f*S for g=1: {K_flat:.4e} V^2")
for f in (1.0, 10.0, 100.0, 1000.0):
    print(f"f = {f:.0f} Hz: xf = {active_depth(f)*1e9:.3f} nm, "
          f"g = {depth_factor(f):.4f}, exponent = {exponent_formula(f):.4f}")
    print(f"   S = {spectrum_formula(f):.4e} V^2/Hz, "
          f"root S = {np.sqrt(spectrum_formula(f))*1e6:.4f} uV/rtHz")
print(f"g=1 law at 10 Hz: S = {K_flat/10:.4e} V^2/Hz, "
      f"root S = {np.sqrt(K_flat/10)*1e6:.4f} uV/rtHz")
print(f"variance part of g: {(np.pi*lam/(2*t_ox))**2:.2e}")
print(f"rms noise 1 Hz to 1 kHz: {np.sqrt(band_formula)*1e6:.3f} uV")
print(f"same for g=1: {np.sqrt(K_flat*np.log(f_high/f_low))*1e6:.3f} uV")
print(f"upper cutoff 1/(2 pi tau0): {1/(2*np.pi*tau0):.2e} Hz")
print(f"tau at mid-oxide: {tau0*np.exp(t_ox/(2*lam)):.2e} s")
print(f"N* = Nt kT lam A: {N_star:.3f}")
print(f"device scatter of S, formula: {100*scatter:.2f} %")
print(f"device scatter of S, {devices} random devices: "
      f"{100*sample_scatter:.2f} %")
print(f"area for 100 % scatter: {area*scatter**2*1e12:.3f} um2")
print("changes of S at 10 Hz from neglected effects:")
print(f"  traps exchanging with the gate: {percent(with_gate):+.2f} %")
print(f"  barrier tilt, {oxide_drop:.1f} V oxide drop: "
      f"{percent(with_tilt):+.2f} %")
print(f"  energy-independent capture time: {percent(with_capture):+.2f} %")
print(f"  tau0 ten times longer: {percent(with_tau0):+.2f} %")
print(f"oxide field: {oxide_drop/t_ox*1e-8:.2f} MV/cm")
print(f"active traps to depth xf(10 Hz): {active_sheet*1e-4:.2e} cm^-2")
print(f"their mean spacing: {spacing*1e9:.0f} nm")
print(f"mobility inputs: alpha = {alpha_scatter:.0e} V s/C, "
      f"mu = {mobility:.0f} cm2/Vs, Id/gm = {current_over_gm} V")
print(f"gate-referred noise factor from mobility: "
      f"{(1+mobility_term)**2:.3f}")
print("verified")
```

Output:

```
temperature: 300 K; kT: 0.02585 eV
oxide thickness: 7.5 nm; permittivity: 3.9
W: 20.0 um; L: 0.5 um
gate area: 10.0 um2
trap density: 1.0e+17 cm^-3 eV^-1
tau0: 1.0e-10 s
barrier: 3.1 eV; oxide mass: 0.42 m0
tunnelling length lam: 0.0855 nm
oxide capacitance: 0.4604 uF/cm2
one-electron step at x=0: 3.480 uV
K = f*S for g=1: 2.6775e-11 V^2
f = 1 Hz: xf = 1.812 nm, g = 0.5754, exponent = 0.9699
   S = 1.5408e-11 V^2/Hz, root S = 3.9253 uV/rtHz
f = 10 Hz: xf = 1.615 nm, g = 0.6160, exponent = 0.9709
   S = 1.6493e-12 V^2/Hz, root S = 1.2842 uV/rtHz
f = 100 Hz: xf = 1.418 nm, g = 0.6579, exponent = 0.9719
   S = 1.7614e-13 V^2/Hz, root S = 0.4197 uV/rtHz
f = 1000 Hz: xf = 1.221 nm, g = 0.7011, exponent = 0.9728
   S = 1.8773e-14 V^2/Hz, root S = 0.1370 uV/rtHz
g=1 law at 10 Hz: S = 2.6775e-12 V^2/Hz, root S = 1.6363 uV/rtHz
variance part of g: 3.21e-04
rms noise 1 Hz to 1 kHz: 10.857 uV
same for g=1: 13.600 uV
upper cutoff 1/(2 pi tau0): 1.59e+09 Hz
tau at mid-oxide: 1.10e+09 s
N* = Nt kT lam A: 2.211
device scatter of S, formula: 12.36 %
device scatter of S, 3000 random devices: 12.52 %
area for 100 % scatter: 0.153 um2
changes of S at 10 Hz from neglected effects:
  traps exchanging with the gate: +7.58 %
  barrier tilt, 1.0 V oxide drop: +2.68 %
  energy-independent capture time: -2.86 %
  tau0 ten times longer: +6.80 %
oxide field: 1.33 MV/cm
active traps to depth xf(10 Hz): 4.18e+08 cm^-2
their mean spacing: 489 nm
mobility inputs: alpha = 1e+04 V s/C, mu = 400 cm2/Vs, Id/gm = 0.1 V
gate-referred noise factor from mobility: 1.402
verified
```
